# The six anticommuting sets of five among two-qubit Pauli products

**Question**

I am stuck on an exercise about the matrices behind the Dirac equation. Take the fifteen products $A\otimes B$, where $A$ and $B$ are each one of $I,X,Y,Z$ (the unit matrix and the three Pauli matrices) and $I\otimes I$ is left out. I am asked to find all sets of five mutually anticommuting matrices, to show that there are six such sets and no set of six matrices, and to show that each matrix lies in exactly two of the sets.

I know one set, from the Dirac matrices $\alpha_1,\alpha_2,\alpha_3,\beta$ and one more. To find others I started from $X\otimes I$ and kept adding anything that anticommuted with what I had. I got $X\otimes I,\;Y\otimes I,\;Z\otimes I$, and then nothing else would fit. Why does this stop at three when other choices reach five? Also, six sets of five make $30$ places for $15$ matrices, which gives two places each on average, but how do I show that it is two for every matrix? I would like an argument that does not search through thousands of subsets.

**Answer**

The problem becomes short once each matrix is named by a pair of labels chosen from six. Anticommuting then means that two pairs share a label, and your stuck triple turns out to be a triangle.

I write $XY$ for $X\otimes Y$, and so on, and ignore overall signs of matrices when listing sets, since a sign does not affect anticommutation. Where a product within a single slot is meant, I put a dot: $X\cdot Y=iZ$, $Y\cdot Z=iX$, $Z\cdot X=iY$, with the opposite sign in the reverse order.

**When two products anticommute**

Products multiply slot by slot:
$$(A\otimes B)(C\otimes D)=(A\cdot C)\otimes(B\cdot D).$$
Reversing the order gives a factor $-1$ from each slot that holds two different non-unit Pauli matrices, and $+1$ from each other slot. So two products anticommute if one slot is of that kind, and commute if none or both are. For example, $XX$ and $XY$ anticommute, while $XX$ and $ZZ$ commute.

**A first set of five**

Take the Dirac form
$$G_1=XX,\quad G_2=XY,\quad G_3=XZ,\quad G_4=ZI,\quad G_5=YI.$$
The first three are $\alpha_1,\alpha_2,\alpha_3$, and $G_4$ is $\beta$. Any two of $G_1,G_2,G_3$ differ in the second slot alone. Each of them differs from $G_4$ and from $G_5$ in the first slot, while the second slot of $G_4$ and $G_5$ holds $I$. Finally, $G_4$ and $G_5$ differ in the first slot. Every pair therefore anticommutes, and each matrix has square 1:
$$G_aG_b+G_bG_a=2\delta_{ab}.$$

**The other ten matrices are products of these**

For $a<b\le5$ form $iG_aG_b$. The factor $i$ makes the square equal to $+1$, because $(iG_aG_b)^2=-G_aG_bG_aG_b=+G_a^2G_b^2=1$. Multiplying out, with $\sigma_1,\sigma_2,\sigma_3=X,Y,Z$:

- Two of the first three: $iG_1G_2=i\,I\otimes(X\cdot Y)=i\cdot i\,IZ=-IZ$. In the same way $iG_1G_3=+IY$ and $iG_2G_3=-IX$.
- One of the first three with $G_4$: $iG_aG_4=i(X\cdot Z)\otimes\sigma_a=i(-i)\,Y\otimes\sigma_a$, which gives $YX,\,YY,\,YZ$.
- One of the first three with $G_5$: $iG_aG_5=i(X\cdot Y)\otimes\sigma_a=i\cdot i\,Z\otimes\sigma_a$, which gives $-ZX,\,-ZY,\,-ZZ$.
- The last two: $iG_4G_5=i(Z\cdot Y)\otimes I=i(-i)\,XI=XI$.

These are the ten Pauli products missing from the first set, each appearing once.

Now introduce labels $1,\dots,6$. Give $G_a$ the pair $\{a,6\}$, and give $iG_aG_b$ the pair $\{a,b\}$. Six labels form $6\cdot5/2=15$ pairs, so each matrix has one pair and each pair has one matrix.

**Anticommuting means sharing a label**

Two different matrices anticommute if their pairs share one label, and commute if their pairs are disjoint. There are three cases.

1. $G_a$ and $G_b$ share the label 6, and they anticommute.
2. Take $G_a$ and $iG_bG_c$. If $a$ is neither $b$ nor $c$, moving $G_a$ through the product costs two signs, so they commute, and the pairs are disjoint. If $a$ equals $b$ or $c$, there is no sign from passing the equal factor and one sign from the other. They anticommute, and the pairs share $a$.
3. Take $iG_aG_b$ and $iG_cG_d$. By case 2, moving $G_aG_b$ past $G_c$ gives $-1$ if $c$ is one of $a,b$, and $+1$ otherwise. The same holds for $G_d$. One shared label therefore gives $-1$, and none gives $+1$.

The exercise is now a question about pairs: which collections of pairs have every two members sharing a label?

**Common label or triangle**

Take any such collection with at least two members, and call two of them $\{a,b\}$ and $\{a,c\}$. Either every member contains $a$, or some member does not. A member without $a$ can meet both of these pairs only by being $\{b,c\}$.

In that second case, any member must meet all three of $\{a,b\},\{a,c\},\{b,c\}$. A pair containing just one of $a,b,c$ misses one of the three; for instance, $\{a,d\}$ misses $\{b,c\}$. So every member contains two of $a,b,c$ and is one of the three pairs already present. The collection is a triangle and has three members.

A mutually anticommuting set of four or more matrices must therefore have a common label. Each label $k$ belongs to five pairs, one for each other label. It follows that no set of six exists, and that a set of five must consist of all the pairs containing some $k$. The six choices of $k$ give:

- $k=1$: $XX,\;YX,\;ZX,\;IY,\;IZ$
- $k=2$: $XY,\;YY,\;ZY,\;IX,\;IZ$
- $k=3$: $XZ,\;YZ,\;ZZ,\;IX,\;IY$
- $k=4$: $YX,\;YY,\;YZ,\;XI,\;ZI$
- $k=5$: $ZX,\;ZY,\;ZZ,\;XI,\;YI$
- $k=6$: $XX,\;XY,\;XZ,\;YI,\;ZI$

The matrix with pair $\{a,b\}$ lies in the sets $k=a$ and $k=b$ and in no other. That is the statement your average could not give: a pair has two labels, so every matrix has two sets. Likewise, the sets $a$ and $b$ have one matrix in common, the one with pair $\{a,b\}$, so the six sets are all different.

**Why your search stopped at three**

Your matrices have the pairs
$$XI:\{4,5\},\qquad YI:\{5,6\},\qquad ZI:\{4,6\}.$$
This is a triangle, so nothing can be added. You can also see it directly: a fourth matrix $A\otimes B$ would need $A$ to anticommute with $X$, $Y$ and $Z$ at once, and none of $I,X,Y,Z$ does.

There are $\binom63=20$ such triangles. The remaining anticommuting triples are chosen from within one of the six fives, which gives $6\binom53=60$ more, or 80 in all. Each of those 60 can be completed to a five. Your first two choices, $XI$ and $YI$, were harmless, since both lie in the set $k=5$. The choice of $ZI$ closed the triangle, whereas $ZX$ would have led on to five.

**No sixth matrix of any kind**

So far the sixth matrix was sought among the Pauli products. In fact no nonzero $4\times4$ matrix $M$ anticommutes with all five members of a set. For the Dirac-form set,
$$G_1G_2G_3=X^3\otimes(X\cdot Y\cdot Z)=i\,XI,\qquad G_4G_5=(Z\cdot Y)\otimes I=-i\,XI,$$
so the product of all five is $P=i(-i)(XI)^2=1$. Moving $M$ through five factors costs five signs:
$$MP=(-1)^5PM=-PM.$$
With $P=1$ this reads $M=-M$, hence $M=0$.

The other sets work in the same way. For $k\le5$, let $b,c,d,e$ be the other four labels up to 5. Up to signs, the members are $G_k$ and $iG_kG_b,\,iG_kG_c,\,iG_kG_d,\,iG_kG_e$. Since $i^4=1$ and $G_k^2=1$, their product is
$$G_k(G_kG_b)(G_kG_c)(G_kG_d)(G_kG_e)=G_b(G_kG_cG_k)G_dG_kG_e=-G_bG_cG_dG_kG_e.$$
This contains each of $G_1,\dots,G_5$ once, so reordering makes it $\pm1$, and again $M=0$.

The limit of five shown here concerns the $4\times4$ Pauli products, each of which has square 1. Larger matrices allow more. With a third slot, the $8\times8$ matrices $G_a\otimes X$ (five of them), $1\otimes Y$ and $1\otimes Z$ are seven mutually anticommuting matrices, where 1 is the $4\times4$ unit matrix.

**What the Dirac equation gains from this**

In Hartree atomic units ($\hbar=m=e=1$, with $c\approx137.036$), a free electron of momentum $\mathbf p$ has
$$H=c(p_1G_1+p_2G_2+p_3G_3)+c^2G_4.$$
Write this as $H=\sum_a h_aG_a$. Squaring gives
$$H^2=\sum_a h_a^2+\sum_{a<b}h_ah_b(G_aG_b+G_bG_a)=c^2p^2+c^4,$$
because every cross term vanishes. The eigenvalues are therefore $\pm E$ with $E=\sqrt{c^2p^2+c^4}$. Since $H$ has zero trace, each sign occurs twice. Nothing was used except anticommutation, unit squares and zero trace, so four matrices from any of the six sets give the same energies.

Take $\mathbf p=(30,40,120)$, so that $p=\sqrt{900+1600+14400}=130$. Then $cp=17814.68$ and $c^2=18778.87$ hartree, and
$$E=\sqrt{17814.68^2+18778.87^2}\approx25884.5\ \text{hartree}\approx704.35\ \text{keV}.$$
This includes the rest energy. The momentum is comparable with $c$, so relativity matters: the kinetic energy $E-c^2\approx7105.7$ hartree is well below the nonrelativistic value $p^2/2=8450$ hartree.

**What goes wrong with a bad choice**

Replace $\beta=ZI$ by $ZZ$. This anticommutes with $XZ$ but commutes with $XX$ and $XY$, so two cross terms survive. They contain
$$XX\,ZZ=(X\cdot Z)\otimes(X\cdot Z)=(-iY)\otimes(-iY)=-YY,$$
$$XY\,ZZ=(X\cdot Z)\otimes(Y\cdot Z)=(-iY)\otimes(iX)=YX.$$
Calling the new Hamiltonian $H'$, we get
$$H'^2=c^2p^2+c^4+2c^3K,\qquad K=-p_1\,YY+p_2\,YX.$$
Since $YY$ and $YX$ anticommute, $K^2=p_1^2+p_2^2=p_\perp^2$. As $K$ has zero trace, its eigenvalues are $\pm p_\perp$, each twofold. Using $p^2=p_3^2+p_\perp^2$ and completing the square,
$$E'^2=c^2p_3^2+(c^2\pm cp_\perp)^2.$$
Both signs of $E'$ occur for each choice of $\pm$. The reason is that $YI$ anticommutes with $H'$ and commutes with $K$, so it turns a state of energy $E'$ into one of energy $-E'$ with the same value of $K$.

Here $p_\perp=50$, $cp_\perp=6851.80$ and $cp_3=16444.32$ hartree, so the positive energies are
$$\sqrt{16444.32^2+(18778.87+6851.80)^2}\approx30452.4\ \text{hartree},$$
$$\sqrt{16444.32^2+(18778.87-6851.80)^2}\approx20314.3\ \text{hartree}.$$
The single twofold level at $25884.5$ hartree has split into two. Diagonalizing the $4\times4$ matrices gives the same values, as the numerical output shows.

Two limits show what has been lost. For $p_\perp=0$ the correct law returns, because the one momentum matrix left in $H'$ is $XZ$, which does anticommute with $ZZ$. For $p_3=0$ and $p_\perp=c$ the lower energy falls to zero, whereas the positive energies of the true Dirac Hamiltonian are never below $c^2$. The energy also depends on the direction of $\mathbf p$ and not just on its length, so $H'$ does not describe a free relativistic electron.

## Computed values

```
Number of traceless Pauli products: 15
Set with common label 1: IY IZ XX YX ZX
Set with common label 2: IX IZ XY YY ZY
Set with common label 3: IX IY XZ YZ ZZ
Set with common label 4: XI YX YY YZ ZI
Set with common label 5: XI YI ZX ZY ZZ
Set with common label 6: XX XY XZ YI ZI
Products of the Dirac-form set G1..G5 = XX XY XZ ZI YI
  i G1 G2 = -IZ
  i G1 G3 = +IY
  i G1 G4 = +YX
  i G1 G5 = -ZX
  i G2 G3 = -IX
  i G2 G4 = +YY
  i G2 G5 = -ZY
  i G3 G4 = +YZ
  i G3 G5 = -ZZ
  i G4 G5 = +XI
G1 G2 G3 G4 G5 = unit matrix times 1
Anticommuting subsets of size 2: 60
Anticommuting subsets of size 3: 80
Anticommuting subsets of size 4: 30
Anticommuting subsets of size 5: 6
Anticommuting subsets of size 6: 0
Triples that cannot be enlarged: 20
Sets of five containing each matrix: {2}
Dimension of solutions M, five given: {0}
Dimension of solutions M, four given: {1}
Momentum components (atomic units): [30.0, 40.0, 120.0]
|p| = 130.0, p_perp = 50.0 (atomic units)
Speed of light c = 137.035999 (atomic units)
c|p| = 17814.680 hartree
c p3 = 16444.320 hartree
c p_perp = 6851.800 hartree
Rest energy c^2 = 18778.865 hartree
Energy from square root = 25884.524 hartree
The same energy = 704.354 keV
Dirac levels by diagonalization (hartree): -25884.524 -25884.524 25884.524 25884.524
Levels with ZZ in place of ZI (hartree): -30452.367 -20314.294 20314.294 30452.367
ZZ formula: 20314.294 and 30452.367 hartree
```
